# Magnetic-dipole decay 2s to 1s: vanishing Pauli amplitude and relativistic rate: a program that tests the result

```python
# One-photon M1 decay 2s -> 1s, Dirac electron, point nucleus of infinite mass, Hartree units.
# c = 1/alpha, w = photon energy, k = w/c, eps = E - c^2; state 1 = 1s, state 2 = 2s.
# Spinor psi = (g chi, -i f sigma.rhat chi)/sqrt(4 pi), G = r g, F = r f.
# Under test: rate = 4 alpha w R^2, R = int (G1 F2 + F1 G2) j1(kr) dr;
#  the Schroedinger-Pauli amplitude vanishes at long wavelength; retarded Pauli R_P = -(k/2c)<j0>;
#  2c int r(G1F2+F1G2) = 4 int F1F2 - k int r(G1F2-F1G2) exactly;
#  R -> A+B+C = w<1|p^2|2>/(6c^4) = (Z alpha)^4/(27 sqrt 2); rate -> alpha^9 Z^10/972.
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import spherical_jn
from numpy.polynomial.legendre import leggauss, legvander

mp.mp.dps = 40
alpha = const.fine_structure
c = 1 / mp.mpf(alpha); cf = 1 / alpha
t_au = const.physical_constants['atomic unit of time'][0]
eV_au = const.physical_constants['Hartree energy in eV'][0]
rest_freq = const.m_e * const.c**2 / const.hbar
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
chi = np.eye(2, dtype=complex)

# photon normalisation: field energy of a unit-amplitude mode in a cube
x, t, L, cs, r = sp.symbols('x t L c r', positive=True)
ks = 2 * sp.pi / L
Afield = 2 * sp.sqrt(2 * sp.pi * cs**2 / (cs * ks * L**3)) * sp.cos(ks * x - cs * ks * t)
dens = sp.simplify((sp.diff(Afield, t) / cs)**2 + sp.diff(Afield, x)**2)
assert sp.simplify(sp.integrate(dens, (x, 0, L)) * L**2 / (8 * sp.pi) - cs * ks) == 0

# golden rule as an explicit sum over box modes, with R = 1
w0 = 0.375; box = 2 * np.pi * 40 * cf / w0
n = np.arange(-54, 55.0)
nx, ny, nz = [a.ravel() for a in np.meshgrid(n, n, n, indexing='ij')]
nn = np.sqrt(nx**2 + ny**2 + nz**2); keep = nn > 20
nx, ny, nz, nn = nx[keep], ny[keep], nz[keep], nn[keep]
wk = cf * 2 * np.pi * nn / box; width = 1.5 * w0 / 40
delta = np.exp(-(wk - w0)**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))
box_frac = []
for f in (0, 1):
    s = sig[:, f, 0]
    M2 = np.sum(abs(s)**2) - abs((s[0] * nx + s[1] * ny + s[2] * nz) / nn)**2
    box_frac.append(2 * np.pi * np.sum(2 * np.pi * cf**2 / (wk * box**3) * M2 * delta) / (4 * alpha * w0))
assert abs(box_frac[0] - 1 / 3) < 1e-8 and abs(box_frac[1] - 2 / 3) < 1e-8

# symbolic Schroedinger matrix elements, Z = 1
g1 = 2 * sp.exp(-r); g2 = (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2)
I = lambda e: sp.simplify(sp.integrate(sp.expand(e), (r, 0, sp.oo)))
overlap = I(g1 * g2 * r**2); inv_r = I(g1 * g2 * r); r2 = I(g1 * g2 * r**4)
p2 = I(sp.diff(g1, r) * sp.diff(g2, r) * r**2); rdr = I(g1 * sp.diff(g2, r) * r**3)
kin = lambda g: I(sp.diff(g, r)**2 * r**2 / 2 - g**2 * r)
w_nr = kin(g2) - kin(g1)
assert overlap == 0 and w_nr == sp.Rational(3, 8)
assert sp.simplify(p2 - 2 * inv_r) == 0 and sp.simplify(rdr - w_nr * r2 / 2) == 0
A0 = w_nr * p2 / 6
B0 = -w_nr**2 / 12 * I(r**3 * (g1 * sp.diff(g2, r) - g2 * sp.diff(g1, r)))
C0 = -w_nr**3 / 60 * I(r**5 * sp.diff(g1 * g2, r))
assert sp.simplify(B0 + C0) == 0 and sp.simplify(C0 - w_nr**3 * r2 / 12) == 0
coef = sp.simplify(4 * w_nr * (A0 + B0 + C0)**2)
assert coef == sp.Rational(1, 972)

# Coulomb states: G = r^gam exp(-lam r) sum a_i r^i, F likewise with b_i
def mom(P, Q, s1, s2, p):
    s = s1['lam'] + s2['lam']; q = 2 * s1['gam'] + p + 1
    return sum(u * v * mp.gamma(q + i + j) / s**(q + i + j) for i, u in enumerate(P) for j, v in enumerate(Q))

def dirac(Z):
    za = Z / c; gam = mp.sqrt(1 - za**2); W = mp.sqrt((1 + gam) / 2); lam = c * mp.sqrt(1 - W**2)
    b0 = -za / (1 + gam); a1 = (lam + c * (1 + W) * b0) / (gam + za * lam / (c * (1 + W)))
    out = [dict(a=[mp.mpf(1)], b=[b0], lam=mp.mpf(Z), gam=gam, eps=c**2 * (gam - 1)),
           dict(a=[mp.mpf(1), a1], b=[b0, -lam * a1 / (c * (1 + W))], lam=lam, gam=gam, eps=c**2 * (W - 1))]
    for s in out:
        nrm = mp.sqrt(mom(s['a'], s['a'], s, s, 0) + mom(s['b'], s['b'], s, s, 0))
        s['a'] = [u / nrm for u in s['a']]; s['b'] = [u / nrm for u in s['b']]
    return out

def radial(s, key, y):
    return y**s['gam'] * mp.exp(-s['lam'] * y) * sum(u * y**i for i, u in enumerate(s[key]))

def sym(s1, s2, p, sign=1):
    return mom(s1['a'], s2['b'], s1, s2, p) + sign * mom(s1['b'], s2['a'], s1, s2, p)

def R_series(s1, s2, k):
    return sum((-1)**m * k**(2 * m + 1) / (mp.fac2(2 * m) * mp.fac2(2 * m + 3)) * sym(s1, s2, 2 * m + 1)
               for m in range(30))

res = {}
for Z in (1, 2, 10, 26, 50):
    s1, s2 = dirac(Z); w = s2['eps'] - s1['eps']; k = w / c
    for s in (s1, s2):
        y = mp.mpf('1.3') / Z; G = radial(s, 'a', y); F = radial(s, 'b', y); T = (s['eps'] + Z / y) / c
        dG = mp.diff(lambda u: radial(s, 'a', u), y); dF = mp.diff(lambda u: radial(s, 'b', u), y)
        assert abs(dG - G / y - (2 * c + T) * F) < 1e-20 and abs(dF + F / y + T * G) < 1e-20
    FF = mom(s1['b'], s2['b'], s1, s2, 0)
    assert abs(mom(s1['a'], s2['a'], s1, s2, 0) + FF) < 1e-30
    assert abs(2 * c * sym(s1, s2, 1) - (4 * FF - k * sym(s1, s2, 1, -1))) < 1e-28
    R = R_series(s1, s2, k); rate = 4 * w * R**2 / c
    ratio = rate * 972 * c**9 / mp.mpf(Z)**10
    res[Z] = dict(w=w, k=k, R=R, rate=rate, ratio=ratio, slope=(ratio - 1) / (Z / c)**2,
                  A=2 * k / (3 * c) * FF, B=-k**2 / (6 * c) * sym(s1, s2, 1, -1), C=-k**3 / 30 * sym(s1, s2, 3))
H = res[1]
for key, val in (('A', A0), ('B', B0), ('C', C0)):
    assert abs(H[key] * c**4 / float(val) - 1) < 1e-3
assert abs(H['ratio'] - 1) < 3 * alpha**2 and abs(H['slope'] - res[2]['slope']) < 2e-3

# retarded Pauli amplitude: j1 series with F = r g'/(2c) against quadrature of j0
q = 1 / mp.sqrt(2)
n1 = dict(a=[mp.mpf(2)], b=[-1 / c], lam=mp.mpf(1), gam=mp.mpf(1))
n2 = dict(a=[q, -q / 2], b=[-q / (2 * c), q / (8 * c)], lam=mp.mpf('0.5'), gam=mp.mpf(1))
k_nr = mp.mpf(3) / 8 / c; R_P = R_series(n1, n2, k_nr)
j0me = mp.quad(lambda y: radial(n1, 'a', y) * radial(n2, 'a', y) * mp.sinc(k_nr * y), [0, 3, 10, 30, 70])
assert abs(R_P / (-k_nr / (2 * c) * j0me) - 1) < 1e-15
assert abs(R_P * c**4 / float(C0) - 1) < 1e-4 and abs((R_P / H['R'])**2 - 0.25) < 1e-3

# three-dimensional tests with explicit 4-spinors, Z = 50
Z = 50; s1, s2 = dirac(Z); w = float(res[Z]['w']); k = w / cf
z2 = np.zeros((2, 2))
alph = np.array([np.block([[z2, s], [s, z2]]) for s in sig]); beta = np.diag([1., 1, -1, -1])
def psi(s, spin, X):
    y = np.linalg.norm(X, axis=0); e = y**(float(s['gam']) - 1) * np.exp(-float(s['lam']) * y)
    g = e * sum(float(u) * y**i for i, u in enumerate(s['a']))
    f = e * sum(float(u) * y**i for i, u in enumerate(s['b']))
    low = -1j * f * np.einsum('iab,ip,b->ap', sig, X / y, chi[spin])
    return np.vstack([np.outer(chi[spin], g), low]) / np.sqrt(4 * np.pi)
X0 = np.array([[0.4], [-0.7], [0.5]]) / Z; h = 2e-5 / Z
for s in (s1, s2):
    p0 = psi(s, 0, X0)
    Hp = cf**2 * (beta - np.eye(4)) @ p0 - Z / np.linalg.norm(X0) * p0
    for i in range(3):
        d = h * np.eye(3)[:, [i]]
        Hp = Hp - 1j * cf * alph[i] @ (psi(s, 0, X0 + d) - psi(s, 0, X0 - d)) / (2 * h)
    assert np.linalg.norm(Hp - float(s['eps']) * p0) < 1e-6 * np.linalg.norm(float(s['eps']) * p0)
tt, wt = leggauss(120); tt = (tt + 1) / 2; rr = 40 / Z * tt**2; wr = 40 / Z * tt * wt * rr**2
ct, wc = leggauss(20); ph = 2 * np.pi * np.arange(24) / 24
Rg, Cg, Pg = [a.ravel() for a in np.meshgrid(rr, ct, ph, indexing='ij')]
Wg = np.einsum('a,b,c->abc', wr, wc, np.full(24, 2 * np.pi / 24)).ravel()
Sg = np.sqrt(1 - Cg**2); X = Rg * np.array([Sg * np.cos(Pg), Sg * np.sin(Pg), Cg])
cur = [np.einsum('ap,iab,bp->ip', psi(s1, f, X).conj(), alph, psi(s2, 0, X)) * Wg for f in (0, 1)]
grad = X / Rg * (np.exp(-1.5 * Z * Rg) * (-1 + Z * Rg / 4)) * Wg   # shape of g1 grad g2
rate3d = np.zeros(2); orb_t = 0.0; orb_l = np.inf
for cth, wth in zip(*leggauss(3)):
    for phi in 2 * np.pi * (np.arange(6) + 0.3) / 6:
        sth = np.sqrt(1 - cth**2)
        kh = np.array([sth * np.cos(phi), sth * np.sin(phi), cth])
        pols = [np.array([cth * np.cos(phi), cth * np.sin(phi), -sth]), np.array([-np.sin(phi), np.cos(phi), 0])]
        phase = np.exp(-1j * k * (kh @ X)); go = grad @ phase
        orb_t = max(orb_t, *[abs(e @ go) for e in pols]); orb_l = min(orb_l, abs(kh @ go))
        for f in (0, 1):
            J = cur[f] @ phase
            rate3d[f] += alpha * w / (2 * np.pi) * wth * 2 * np.pi / 6 * sum(abs(e @ J)**2 for e in pols)
assert orb_t < 1e-9 * orb_l
assert abs(rate3d.sum() / float(res[Z]['rate']) - 1) < 1e-7
assert abs(rate3d[0] / rate3d.sum() - 1 / 3) < 1e-7

# Gaussian well: radial Dirac equation with F eliminated, Legendre Galerkin, iterated in eps
V0, a, Rmax, N = 12.0, 2.0, 14.0, 100
xg, wg = leggauss(320); rg = Rmax * (xg + 1) / 2; wg = wg * Rmax / 2
P = legvander(xg, N + 1); m = np.arange(N); sc = np.sqrt(4 * m + 6)
U = (P[:, :N] - P[:, 2:N + 2]) / sc
D = -(2 * m + 3) * P[:, 1:N + 1] / sc * 2 / Rmax - U / rg[:, None]
V = -V0 * np.exp(-rg**2 / a**2)
S = U.T @ (wg[:, None] * U); Vm = U.T @ ((wg * V)[:, None] * U); i0 = np.argmin(abs(rg - 0.1))
def well(level, ic):   # ic = 1/c; returns eps, G, 2cF
    eps = -5.0
    for _ in range(10):
        B = 1 + (eps - V) * ic**2 / 2
        ev, vec = eigh(0.5 * D.T @ ((wg / B)[:, None] * D) + Vm, S, subset_by_index=[0, 1])
        eps = ev[level]
    G = U @ vec[:, level]; Ft = D @ vec[:, level] / B
    nrm = np.sign(G[i0]) * np.sqrt(wg @ (G**2 + Ft**2 * ic**2 / 4))
    return eps, G / nrm, Ft / nrm
(e1, G1, D1), (e2, G2, D2) = well(0, 0.0), well(1, 0.0)
w_w = e2 - e1; p2_w = wg @ (D1 * D2); r2_w = wg @ (G1 * G2 * rg**2)
assert e2 < -1 and abs(p2_w + 2 * wg @ (G1 * V * G2)) < 1e-8
wr_ = {}
for cm in (50.0, 100.0):
    (d1, Ga, Fa), (d2, Gb, Fb) = well(0, 1 / cm), well(1, 1 / cm)
    Fa = Fa / (2 * cm); Fb = Fb / (2 * cm); km = (d2 - d1) / cm
    lhs = 2 * cm * wg @ (rg * (Ga * Fb + Fa * Gb))
    assert abs(lhs / (4 * wg @ (Fa * Fb) - km * wg @ (rg * (Ga * Fb - Fa * Gb))) - 1) < 1e-5
    wr_[cm] = wg @ ((Ga * Fb + Fa * Gb) * spherical_jn(1, km * rg)) / (w_w * p2_w / (6 * cm**4))
rich = (4 * wr_[100.0] - wr_[50.0]) / 3; pauli_w = w_w**2 * r2_w / (2 * p2_w)
assert abs(wr_[100.0] - 1) < 0.02 and abs(rich - 1) < 3e-4 and abs(pauli_w - 1) > 1

lead = float(coef) * alpha**9
assert abs(lead / t_au / (rest_freq * alpha**11 / 972) - 1) < 1e-8
print(f"alpha = {alpha:.10e}, c = {cf:.6f} a.u.")
print(f"1/(atomic unit of time) = {1/t_au:.6e} 1/s; m c^2/hbar = {rest_freq:.6e} 1/s")
print(f"box mode sum / (4 alpha w R^2): spin kept {box_frac[0]:.8f}, flipped {box_frac[1]:.8f}")
print(f"H: <1|2> = {overlap}, w_NR = {w_nr} hartree")
for name, v, u in (("<1|1/r|2>", inv_r, "1/bohr"), ("<1|p^2|2>", p2, "1/bohr^2"), ("<1|r^2|2>", r2, "bohr^2"),
                   ("<1|r d/dr|2>", rdr, ""), ("A/alpha^4", A0, ""), ("B/alpha^4", B0, ""), ("C/alpha^4", C0, "")):
    print(f"H Schroedinger {name} = {sp.simplify(v)} = {float(v):.7f} {u}")
print(f"rate coefficient of alpha^9 Z^10 = {coef}; alpha^9 = {alpha**9:.6e}")
print(f"H Dirac w = {float(H['w']):.9f} hartree = {float(H['w'])*eV_au:.5f} eV, k = {float(H['k']):.6e} 1/bohr")
print("H Dirac A, B, C / alpha^4 = " + ", ".join(f"{float(H[q_]*c**4):.7f}" for q_ in 'ABC'))
print(f"H Dirac R = {float(H['R']):.6e}, R/alpha^4 = {float(H['R']*c**4):.7f}")
print(f"H Pauli <j0> = {float(j0me):.6e}, R_P/alpha^4 = {float(R_P*c**4):.7f}")
print(f"H (R_P/R)^2 = {float((R_P/H['R'])**2):.5f}, Pauli-only rate = {float(1.5*R_P**2/c)/t_au:.4e} 1/s")
print(f"H leading rate = {lead:.6e} a.u. = {lead/t_au:.6e} 1/s")
print(f"H Dirac rate = {float(H['rate']):.6e} a.u. = {float(H['rate'])/t_au:.6e} 1/s")
print(f"H partial lifetime = {t_au/lead:.4e} s = {t_au/lead/86400:.3f} days")
print(f"misreading (m c^2/hbar) alpha^9/972 = {rest_freq*alpha**9/972:.4e} 1/s")
print("Z, w (hartree), R, leading rate (1/s), Dirac rate (1/s), ratio, (ratio-1)/(Z alpha)^2")
for Zi, d in res.items():
    print(f"{Zi} {float(d['w']):.5f} {float(d['R']):.5e} {lead*float(Zi)**10/t_au:.5e} "
          f"{float(d['rate'])/t_au:.5e} {float(d['ratio']):.6f} {float(d['slope']):.4f}")
print(f"Z=50 3D quadrature rate = {rate3d.sum():.8e} a.u., radial formula = {float(res[50]['rate']):.8e} a.u.")
print(f"Z=50 3D spin-kept fraction = {rate3d[0]/rate3d.sum():.8f}")
print(f"orbital term, transverse/longitudinal = {orb_t/orb_l:.1e}")
print(f"well V0 = {V0} hartree, a = {a} bohr: eps1 = {e1:.6f}, eps2 = {e2:.6f}, w = {w_w:.6f} hartree")
print(f"well <p^2> = {p2_w:.6f} 1/bohr^2, <r^2> = {r2_w:.6f} bohr^2")
print(f"well R/(w<p^2>/6c^4): c=50 {wr_[50.0]:.6f}, c=100 {wr_[100.0]:.6f}, extrapolated {rich:.6f}")
print(f"well leading R_P/R = {pauli_w:.4f}")
print("tests ok")
```

It prints:

```
alpha = 7.2973525643e-03, c = 137.035999 a.u.
1/(atomic unit of time) = 4.134137e+16 1/s; m c^2/hbar = 7.763441e+20 1/s
box mode sum / (4 alpha w R^2): spin kept 0.33333333, flipped 0.66666667
H: <1|2> = 0, w_NR = 3/8 hartree
H Schroedinger <1|1/r|2> = 4*sqrt(2)/27 = 0.2095131 1/bohr
H Schroedinger <1|p^2|2> = 8*sqrt(2)/27 = 0.4190262 1/bohr^2
H Schroedinger <1|r^2|2> = -512*sqrt(2)/243 = -2.9797422 bohr^2
H Schroedinger <1|r d/dr|2> = -32*sqrt(2)/81 = -0.5587017 
H Schroedinger A/alpha^4 = sqrt(2)/54 = 0.0261891 
H Schroedinger B/alpha^4 = sqrt(2)/108 = 0.0130946 
H Schroedinger C/alpha^4 = -sqrt(2)/108 = -0.0130946 
rate coefficient of alpha^9 Z^10 = 1/972; alpha^9 = 5.867971e-20
H Dirac w = 0.375004576 hartree = 10.20439 eV, k = 2.736541e-03 1/bohr
H Dirac A, B, C / alpha^4 = 0.0261898, 0.0130948, -0.0130950
H Dirac R = 7.426638e-11, R/alpha^4 = 0.0261897
H Pauli <j0> = 3.718915e-06, R_P/alpha^4 = -0.0130944
H (R_P/R)^2 = 0.24998, Pauli-only rate = 6.2393e-07 1/s
H leading rate = 6.037007e-23 a.u. = 2.495782e-06 1/s
H Dirac rate = 6.037351e-23 a.u. = 2.495924e-06 1/s
H partial lifetime = 4.0068e+05 s = 4.637 days
misreading (m c^2/hbar) alpha^9/972 = 4.6868e-02 1/s
Z, w (hartree), R, leading rate (1/s), Dirac rate (1/s), ratio, (ratio-1)/(Z alpha)^2
1 0.37500 7.42664e-11 2.49578e-06 2.49592e-06 1.000057 1.0678
2 1.50007 1.18834e-09 2.55568e-03 2.55626e-03 1.000227 1.0680
10 37.54588 7.44310e-07 2.49578e+04 2.51004e+04 1.005713 1.0729
26 255.62888 3.44602e-05 3.52322e+08 3.66315e+08 1.039717 1.1033
50 968.13135 4.92205e-04 2.43729e+11 2.83033e+11 1.161263 1.2113
Z=50 3D quadrature rate = 6.84624144e-06 a.u., radial formula = 6.84624144e-06 a.u.
Z=50 3D spin-kept fraction = 0.33333333
orbital term, transverse/longitudinal = 3.3e-15
well V0 = 12.0 hartree, a = 2.0 bohr: eps1 = -8.565493, eps2 = -4.675579, w = 3.889914 hartree
well <p^2> = 2.643675 1/bohr^2, <r^2> = -0.598721 bohr^2
well R/(w<p^2>/6c^4): c=50 0.997245, c=100 0.999310, extrapolated 0.999998
well leading R_P/R = -1.7134
tests ok
```
